**Degenerate Einstein relation: kinetic test and silicon example**

The program tests $D/\mu=n/[e(\partial n/\partial\zeta)_T]$, where $D$ is the diffusivity, $\mu$ the mobility, $n$ the carrier density, $e$ the elementary charge and $\zeta$ the chemical potential measured from the band edge. In a one-dimensional band with Pauli-blocked collisions, it obtains the mobility from a steady state in a small force and $D$ from the decay of a density ripple. It asserts that their ratio agrees with the equilibrium value within $3\times10^{-4}$ for two scattering laws; the output shows deviations of about $10^{-6}$, and larger ones for stronger probes. For silicon it asserts the density of states against a direct sum in wavevector space, the dilute and degenerate expansions, and the exchange formula against a direct integral. It also asserts that the built-in field and screening length agree with solutions of the nonlinear Poisson equation, and that drift and diffusion cancel in the graded profile. At $10^{20}$ cm⁻³ and 300 K the output gives $D/\mu=56.25$ mV, which is 2.18 times $kT/e$. First-order exchange would lower this by about 24%; correlation and dopant disorder are not computed.

## Program and output

```python
# RESULT UNDER TEST: the degenerate Einstein relation
#     D / mobility = n / (e * dn/dzeta)   at fixed temperature,
# n = carrier density, zeta = chemical potential measured from the band edge,
# D = diffusivity, e = elementary charge.  A kinetic model gives D and the
# mobility separately; a silicon example then uses the relation.
# Silicon part: energies in eV, lengths in nm, densities in nm^-3.
# Kinetic part: kT = hbar = lattice constant = 1.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

# ---------- kinetic model: periodic band, Pauli-blocked collisions ----------
N_K = 64
k = 2 * np.pi * np.arange(N_K) / N_K
HOPPING, ZETA_MODEL = 2.0, 3.0
band = 2 * HOPPING * (1 - np.cos(k))
velocity = 2 * HOPPING * np.sin(k)
harmonic = np.fft.fftfreq(N_K, 1 / N_K)
harmonic[N_K // 2] = 0
d_dk = np.fft.ifft(1j * harmonic[:, None] * np.fft.fft(np.eye(N_K), axis=0),
                   axis=0).real


def collision(f, W):
    return (1 - f) * (W.T @ f) - f * (W @ (1 - f))


def collision_jacobian(f, W):
    return ((1 - f)[:, None] * W.T + f[:, None] * W
            - np.diag(W.T @ f + W @ (1 - f)))


def kinetic_coefficients(angular, force, q):
    """Mobility per unit force from a steady state; D from the decay rate
    of a density ripple with wavenumber q."""
    gap = band[:, None] - band[None, :]
    symmetric = (1 + angular * np.cos(k[:, None] - k)) * np.exp(-gap**2 / 18)
    W = symmetric * np.exp(gap / 2) / N_K      # rate from row to column state
    f_eq = expit(ZETA_MODEL - band)
    assert np.max(np.abs(collision(f_eq, W))) < 1e-12
    f = f_eq.copy()
    for _ in range(8):
        residual = (collision(f, W) - force * d_dk @ f
                    + (f_eq.sum() - f.sum()) / N_K)
        jac = collision_jacobian(f, W) - force * d_dk - 1 / N_K
        f = f - np.linalg.solve(jac, residual)
    assert np.max(np.abs(collision(f, W) - force * d_dk @ f)) < 1e-11
    mobility = (velocity @ f) / (f.sum() * force)
    modes = np.linalg.eigvals(collision_jacobian(f_eq, W)
                              - 1j * q * np.diag(velocity))
    return mobility, -np.max(modes.real) / q**2


def model_density(zeta):
    return np.mean(expit(zeta - band))


step = 1e-4
model_slope = (model_density(ZETA_MODEL + step)
               - model_density(ZETA_MODEL - step)) / (2 * step)
model_ratio = model_density(ZETA_MODEL) / model_slope
# force * path and wavenumber * path must both be small: the mean free path
# spans many lattice constants, and the errors are quadratic in these products
PROBE = (1e-4, 1e-4)
LARGE_PROBE = (1e-3, 2e-3)
kinetic = [kinetic_coefficients(a, *PROBE) for a in (0.6, -0.6)]
kinetic_large = [kinetic_coefficients(a, *LARGE_PROBE) for a in (0.6, -0.6)]
print("KINETIC MODEL (units kT = hbar = lattice constant = 1)")
print(f"hopping {HOPPING:.1f}, zeta {ZETA_MODEL:.1f}, "
      f"filling {model_density(ZETA_MODEL):.4f}")
for name, (mob, dif), (mob_l, dif_l) in zip(
        ("forward", "backward"), kinetic, kinetic_large):
    print(f"{name} scattering: mobility {mob:.4f}, D {dif:.4f}, "
          f"D/mobility {dif / mob:.4f}")
    print(f"  relative deviation: small probes "
          f"{dif / mob / model_ratio - 1:.1e}, "
          f"larger probes {dif_l / mob_l / model_ratio - 1:.1e}")
print(f"n/(dn/dzeta) from equilibrium: {model_ratio:.4f}")
for mob, dif in kinetic:
    # finite force and finite ripple wavenumber leave small quadratic errors
    assert abs(dif / mob / model_ratio - 1) < 3e-4
assert abs(kinetic[0][0] / kinetic[1][0] - 1) > 0.2
assert model_ratio > 1.3                      # clearly not the classical kT

# ---------- silicon conduction band ----------
M_LONG, M_TRANS, VALLEYS = 0.92, 0.19, 6      # rough masses / electron mass
EPS_R, ALPHA = 11.7, 0.5                      # rough; ALPHA in 1/eV
MOBILITY = 100.0                              # rough, cm2/Vs
N_EXAMPLE, DECADE = 0.1, 100.0                # nm^-3; nm per tenfold fall
HBAR2_ME = const.hbar**2 / const.m_e / const.e * 1e18            # eV nm2
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9 / EPS_R  # eV nm
m_valley = (M_LONG * M_TRANS**2) ** (1 / 3)
KT = const.k * 300 / const.e
KT_HOT = const.k * 400 / const.e
DY = 0.02
y = np.arange(DY / 2, 10, DY)                 # energy = kT * y**2


def band_density_scale(kT):
    return 2 * VALLEYS * (m_valley * kT / (2 * np.pi * HBAR2_ME)) ** 1.5


def electron_gas(zeta, kT, alpha=0.0):
    """Return n and dn/dzeta; alpha is the nonparabolicity."""
    occ = expit(np.asarray(zeta)[..., None] / kT - y**2)
    a = alpha * kT * y**2
    weight = (band_density_scale(kT) * 2 / np.sqrt(np.pi) * DY
              * 2 * y**2 * np.sqrt(1 + a) * (1 + 2 * a))
    return occ @ weight, (occ * (1 - occ)) @ weight / kT


def find_zeta(n, kT, alpha=0.0):
    return brentq(lambda z: np.log(electron_gas(z, kT, alpha)[0] / n),
                  -20 * kT, 40 * kT, xtol=1e-14)


def einstein_ratio(n, kT, alpha=0.0):
    """D/mobility in volts."""
    return n / electron_gas(find_zeta(n, kT, alpha), kT, alpha)[1]


zeta0 = find_zeta(N_EXAMPLE, KT)
ratio0 = einstein_ratio(N_EXAMPLE, KT)
Nc = band_density_scale(KT)

# density derivative against a finite difference
dz = 1e-5
slope_fd = (electron_gas(zeta0 + dz, KT)[0]
            - electron_gas(zeta0 - dz, KT)[0]) / (2 * dz)
assert abs(slope_fd / electron_gas(zeta0, KT)[1] - 1) < 1e-6

# density of states against a direct sum over ellipsoidal valleys in k space
grid = np.linspace(-6.5, 6.5, 81)
k_long = grid * np.sqrt(2 * M_LONG * KT / HBAR2_ME)
k_trans = grid * np.sqrt(2 * M_TRANS * KT / HBAR2_ME)
gamma = HBAR2_ME / 2 * (k_long[:, None, None]**2 / M_LONG
                        + k_trans[None, :, None]**2 / M_TRANS
                        + k_trans[None, None, :]**2 / M_TRANS)
cell = (k_long[1] - k_long[0]) * (k_trans[1] - k_trans[0])**2 / (2*np.pi)**3
for alpha in (0.0, ALPHA):
    energy = gamma if alpha == 0 else (
        (np.sqrt(1 + 4 * alpha * gamma) - 1) / (2 * alpha))
    direct = 2 * VALLEYS * cell * expit((zeta0 - energy) / KT).sum()
    assert abs(direct / electron_gas(zeta0, KT, alpha)[0] - 1) < 1e-6

# dilute and strongly degenerate expansions
dilute = 0.02
assert abs(einstein_ratio(dilute * Nc, KT) / KT
           - (1 + dilute / np.sqrt(8))) < 1e-5
n_deg, slope_deg = electron_gas(35 * KT, KT)
e_fermi = HBAR2_ME / (2 * m_valley) * (3*np.pi**2 * n_deg / VALLEYS)**(2/3)
expansion = 2 / 3 * e_fermi * (1 + np.pi**2 / 12 * (KT / e_fermi)**2)
assert abs(n_deg / slope_deg / expansion - 1) < 1e-5

# ---------- equilibrium of a graded doping profile ----------
decay = DECADE / np.log(10)
dx = 0.25
x = np.arange(-200, 401) * dx
doping = N_EXAMPLE * np.exp(-x / decay)
zeta = np.array([find_zeta(n, KT) for n in doping])
laplace = (np.diag(np.full(x.size - 1, 1.0), -1) - 2 * np.eye(x.size)
           + np.diag(np.full(x.size - 1, 1.0), 1)) / dx**2
for _ in range(12):
    n_x, slope_x = electron_gas(zeta, KT)
    res = laplace @ zeta + 4 * np.pi * COULOMB * (doping - n_x)
    jac = laplace - np.diag(4 * np.pi * COULOMB * slope_x)
    jac[[0, -1]] = 0
    jac[0, 0] = jac[-1, -1] = 1
    res[[0, -1]] = 0
    change = np.linalg.solve(jac, -res)
    zeta = zeta + change
assert np.max(np.abs(change)) < 1e-10
n_x = electron_gas(zeta, KT)[0]
mid = 200
field = -(zeta[mid + 1] - zeta[mid - 1]) / (2 * dx)          # V/nm
n_slope = (n_x[mid + 1] - n_x[mid - 1]) / (2 * dx)           # nm^-4
field_formula = ratio0 / decay
assert abs(field / field_formula - 1) < 5e-3   # formula assumes neutrality
drift = const.e * n_x[mid] * 1e21 * MOBILITY * field * 1e7   # A/cm2
per_volt = const.e * MOBILITY * n_slope * 1e28               # A/cm2 per V
diffusion = per_volt * einstein_ratio(n_x[mid], KT)
false_net = drift + per_volt * KT
assert abs((drift + diffusion) / drift) < 1e-4
assert false_net > 0.2 * drift
non_neutral = abs(n_x[mid] / doping[mid] - 1)

# screening length against the decay of a small potential bump
screening = np.sqrt(ratio0 / (4 * np.pi * COULOMB * N_EXAMPLE))
h = 0.02
r = np.arange(0, 401) * h
bump = np.zeros(r.size)
bump[0] = 1e-4
inner = (np.diag(np.full(r.size - 3, 1.0), -1) - 2 * np.eye(r.size - 2)
         + np.diag(np.full(r.size - 3, 1.0), 1)) / h**2
for _ in range(6):
    n_b, s_b = electron_gas(zeta0 + bump, KT)
    res_b = (np.diff(bump, 2) / h**2
             + 4 * np.pi * COULOMB * (N_EXAMPLE - n_b[1:-1]))
    jac_b = inner - np.diag(4 * np.pi * COULOMB * s_b[1:-1])
    bump[1:-1] -= np.linalg.solve(jac_b, res_b)
measured = (r[100] - r[25]) / np.log(bump[25] / bump[100])
assert abs(measured / screening - 1) < 2e-3    # small bump, finite grid

# ---------- exchange: direct integral against the closed formula ----------
kappa = np.sqrt(2 * m_valley * KT / HBAR2_ME)
node, wt = np.polynomial.legendre.leggauss(240)
s, ws = 12.5 * (node + 1), 12.5 * wt
sine = np.sin(np.outer(s, y))


def exchange_free_energy(z):
    """Exchange free energy per volume of one valley, eV/nm3."""
    transform = sine @ (y * expit(z / KT - y**2)) * DY
    return -COULOMB * kappa**4 / np.pi**3 * np.sum(ws * transform**2 / s)


def exchange_potential(z):
    return (-np.pi * HBAR2_ME / m_valley * COULOMB
            * electron_gas(z, KT)[1] / VALLEYS)


dz = 1e-4
n_plus, n_minus = (electron_gas(zeta0 + d, KT)[0] for d in (dz, -dz))
mu_x_direct = ((exchange_free_energy(zeta0 + dz)
                - exchange_free_energy(zeta0 - dz))
               / ((n_plus - n_minus) / VALLEYS))
mu_x = exchange_potential(zeta0)
assert abs(mu_x_direct / mu_x - 1) < 1e-4
exchange_shift = ((exchange_potential(zeta0 + dz)
                   - exchange_potential(zeta0 - dz))
                  / np.log(n_plus / n_minus))

# ---------- further sizes and printed example ----------
D_example = MOBILITY * ratio0
m_cond = 3 / (1 / M_LONG + 2 / M_TRANS)
tau = MOBILITY * 1e-4 * m_cond * const.m_e / const.e
free_path = np.sqrt(3 * D_example * 1e-4 * tau) * 1e9
k_fermi = (3 * np.pi**2 * N_EXAMPLE / VALLEYS) ** (1 / 3)
ratio_np = einstein_ratio(N_EXAMPLE, KT, ALPHA)
ratio_hot = einstein_ratio(N_EXAMPLE, KT_HOT)

print("SILICON INPUTS (rough typical values)")
print(f"masses: long {M_LONG}, trans {M_TRANS} m_e; valleys {VALLEYS}")
print(f"relative permittivity {EPS_R}, nonparabolicity {ALPHA} 1/eV")
print(f"density {N_EXAMPLE * 1e21:.1e} cm^-3, mobility {MOBILITY:.0f} cm2/Vs")
print(f"doping falls tenfold per {DECADE:.0f} nm; decay length {decay:.2f} nm")
print("RESULTS AT 300 K")
print(f"valley density-of-states mass: {m_valley:.4f} m_e")
print(f"kT: {KT * 1e3:.3f} meV; N_c: {Nc * 1e21:.3e} cm^-3")
print(f"zeta: {zeta0 * 1e3:.2f} meV; zeta/kT: {zeta0 / KT:.3f}")
print(f"dn/dzeta: {N_EXAMPLE / ratio0 * 1e21:.3e} cm^-3 per eV")
print(f"D/mobility: {ratio0 * 1e3:.2f} mV; over kT/e: {ratio0 / KT:.3f}")
print(f"D: {D_example:.3f} cm2/s; with kT/e only: {MOBILITY * KT:.3f} cm2/s")
print(f"screening length: {screening:.3f} nm; from bump: {measured:.3f} nm")
print("DENSITY TABLE: n (cm^-3), zeta/kT, D/mobility (mV), over kT/e")
for n in (1e-4, 1e-3, 1e-2, 1e-1, 3e-1):
    value = einstein_ratio(n, KT)
    print(f"{n * 1e21:.0e}  {find_zeta(n, KT) / KT:7.3f}  "
          f"{value * 1e3:7.2f}  {value / KT:6.3f}")
print("GRADED PROFILE AT THE EXAMPLE DENSITY")
print(f"field: formula {field_formula * 1e4:.3f}, "
      f"Poisson {field * 1e4:.3f} kV/cm")
print(f"drift current density: {drift:.4e} A/cm2")
print(f"diffusion current density: {diffusion:.4e} A/cm2")
print(f"false net current density with kT/e: {false_net:.3e} A/cm2")
print("NEGLECTED EFFECTS")
print(f"nonparabolic band: D/mobility {ratio_np * 1e3:.2f} mV, "
      f"change {100 * (ratio_np / ratio0 - 1):.1f} %")
print(f"at 400 K: D/mobility {ratio_hot * 1e3:.2f} mV, "
      f"change {100 * (ratio_hot / ratio0 - 1):.1f} %")
print(f"exchange potential: {mu_x * 1e3:.2f} meV")
print(f"exchange shift of D/mobility: {exchange_shift * 1e3:.2f} mV, "
      f"{100 * exchange_shift / ratio0:.1f} %")
print(f"conductivity mass {m_cond:.4f} m_e; scattering time "
      f"{tau * 1e15:.2f} fs")
print(f"mean free path: {free_path:.2f} nm; over decay length: "
      f"{free_path / decay:.3f}")
print(f"inverse Fermi wavenumber: {1 / k_fermi:.2f} nm")
print(f"relative departure from neutrality: {non_neutral:.1e}")
print("all tests passed")
```

Output:

```
KINETIC MODEL (units kT = hbar = lattice constant = 1)
hopping 2.0, zeta 3.0, filling 0.4101
forward scattering: mobility 8.4914, D 38.0316, D/mobility 4.4788
  relative deviation: small probes 1.5e-06, larger probes 4.8e-04
backward scattering: mobility 4.0140, D 17.9781, D/mobility 4.4788
  relative deviation: small probes 3.6e-07, larger probes 9.7e-05
n/(dn/dzeta) from equilibrium: 4.4788
SILICON INPUTS (rough typical values)
masses: long 0.92, trans 0.19 m_e; valleys 6
relative permittivity 11.7, nonparabolicity 0.5 1/eV
density 1.0e+20 cm^-3, mobility 100 cm2/Vs
doping falls tenfold per 100 nm; decay length 43.43 nm
RESULTS AT 300 K
valley density-of-states mass: 0.3214 m_e
kT: 25.852 meV; N_c: 2.744e+19 cm^-3
zeta: 65.21 meV; zeta/kT: 2.522
dn/dzeta: 1.778e+21 cm^-3 per eV
D/mobility: 56.25 mV; over kT/e: 2.176
D: 5.625 cm2/s; with kT/e only: 2.585 cm2/s
screening length: 0.603 nm; from bump: 0.603 nm
DENSITY TABLE: n (cm^-3), zeta/kT, D/mobility (mV), over kT/e
1e+17   -5.613    25.89   1.001
1e+18   -3.299    26.18   1.013
1e+19   -0.881    29.15   1.128
1e+20    2.522    56.25   2.176
3e+20    5.810   105.43   4.078
GRADED PROFILE AT THE EXAMPLE DENSITY
field: formula 12.951, Poisson 12.952 kV/cm
drift current density: 2.0753e+07 A/cm2
diffusion current density: -2.0753e+07 A/cm2
false net current density with kT/e: 1.122e+07 A/cm2
NEGLECTED EFFECTS
nonparabolic band: D/mobility 52.94 mV, change -5.9 %
at 400 K: D/mobility 61.59 mV, change 9.5 %
exchange potential: -27.16 meV
exchange shift of D/mobility: -13.69 mV, -24.3 %
conductivity mass 0.2583 m_e; scattering time 14.69 fs
mean free path: 4.98 nm; over decay length: 0.115
inverse Fermi wavenumber: 1.27 nm
relative departure from neutrality: 9.6e-05
all tests passed
```
